# Low-temperature Fermi level of partly compensated donors: test program

```python
"""
Result under test: donors (density N_D, one level E_D, two spin states) with
ionised acceptors (density N_A) have, in freeze-out,
    mu = E_D + kT ln((N_D - N_A)/(2 N_A)),
so mu = E_D at N_A = N_D/3, apart from a small negative offset
    mu - E_D = -(3/2) kT n0/N_A,   n0 = N_c exp(-E_d/kT).
mu: Fermi level; E_d: donor depth below the band edge; N_c: effective band
density of states; x = (mu - E_D)/kT; K = N_A/N_D.
Energies are in eV from the conduction-band edge, densities in m^-3.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln
from scipy.stats import norm

Q, HBAR, ME = const.e, const.hbar, const.m_e
KB = const.k / Q                      # eV/K
MASS, EPS_R, DEPTH = 0.28, 10.0, 0.040
N_A = 1.0e22
N_D = 3.0 * N_A
ACCEPTOR_DEPTH = 0.8                  # eV below the band edge, rough

nodes, weights = np.polynomial.legendre.leggauss(120)
t_grid, t_weight = 4.0 * (nodes + 1.0), 4.0 * weights
u_grid = np.linspace(-8, 8, 3201)
gauss = np.exp(-u_grid**2 / 2)
gauss /= gauss.sum()


def band_density(temp, eta, mass=MASS):
    """Integral of density of states times Fermi function; E = kT t^2."""
    dos = (2 * mass * ME / HBAR**2)**1.5 / (2 * np.pi**2)
    integrand = 2 * t_grid**2 / (1 + np.exp(t_grid**2 - eta))
    return dos * (const.k * temp)**1.5 * np.sum(t_weight * integrand)


def n_c(temp, mass=MASS):
    return 2 * (mass * ME * const.k * temp / (2 * np.pi * HBAR**2))**1.5


def donor_charge(x, one=2.0, two=0.0, spread=0.0):
    """Mean donor charge; spread is the Gaussian level width over kT."""
    y = np.exp(x - spread * u_grid) if spread else np.exp(x)
    charge = (1 - two * y**2) / (1 + one * y + two * y**2)
    return np.sum(gauss * charge) if spread else charge


def solve_x(temp, nd=N_D, na=N_A, depth=DEPTH, mass=MASS, band=True, **states):
    def residual(x):
        n = band_density(temp, x - depth / (KB * temp), mass) if band else 0.0
        return donor_charge(x, **states) - (na + n) / nd
    return brentq(residual, -40, 40, xtol=1e-16, rtol=1e-15)


def closed_solution(temp):
    """Nondegenerate band at N_A = N_D/3: returns x and free density n."""
    n0 = n_c(temp) * np.exp(-DEPTH / (KB * temp))
    b = N_A + n0 / 2
    n = 2 * N_A * n0 / (b + np.sqrt(b * b + 4 * N_A * n0))
    return np.log(n / n0), n


# Band integral against the nondegenerate formula
for temp in (50, 300):
    assert abs(band_density(temp, -12) / (n_c(temp) * np.exp(-12)) - 1) < 1e-5

# Explicit enumeration: most numerous filling for g one-electron states
counts = {}
for g, sites in ((1, 10), (2, 9), (3, 8)):
    tally = np.zeros(sites + 1, dtype=int)
    for state in itertools.product(range(g + 1), repeat=sites):
        tally[sites - state.count(0)] += 1
    counts[g] = tally
    assert abs((sites - np.argmax(tally)) / sites - 1 / (1 + g)) < 1e-12


def log_arrangements(sites, electrons):
    return (gammaln(sites + 1) - gammaln(electrons + 1)
            - gammaln(sites - electrons + 1) + electrons * np.log(2))


# Freeze-out law: from counting and from the full neutrality solution
sites = 30000
for K in (0.1, 1 / 3, 0.5, 0.9):
    filled = round(sites * (1 - K))
    slope = (log_arrangements(sites, filled + 1)
             - log_arrangements(sites, filled - 1)) / 2
    law = np.log((1 - K) / (2 * K))
    assert abs(-slope - law) < 1e-3        # finite number of sites
    assert abs(solve_x(30, na=K * N_D) - law) < 1e-4

# Offset at one-third compensation; the next order is relative n0/N_A
for temp in (30, 40, 50):
    x = solve_x(temp)
    ratio = n_c(temp) * np.exp(-DEPTH / (KB * temp)) / N_A
    assert x < 0
    assert abs(x / (-1.5 * ratio) - 1) < 3 * ratio + 1e-5

# Closed solution: band degeneracy must raise the true level, and by less
# than the leading correction n/(2^(3/2) N_c) to the Boltzmann density
for temp in (50, 77, 300):
    x_closed, n_closed = closed_solution(temp)
    excess = solve_x(temp) - x_closed
    assert 0 < excess < n_closed / (2**1.5 * n_c(temp))

# No acceptors: a different low-temperature law
mu_free = -DEPTH + KB * 20 * solve_x(20, na=0.0)
mu_free_law = -DEPTH / 2 + KB * 20 / 2 * np.log(N_D / (2 * n_c(20)))
assert abs(mu_free - mu_free_law) < 1e-6

# Disorder: both limits of a Gaussian spread of independent levels
coulomb = Q / (4 * np.pi * const.epsilon_0 * EPS_R)      # eV m
sigma = coulomb * N_D**(1 / 3)
assert abs(solve_x(50, band=False, spread=0.1) / (0.1**2 / 6) - 1) < 0.02
quantile = norm.ppf(2 / 3)
cold = KB * 2 * solve_x(2, band=False, spread=sigma / (KB * 2))
assert abs(cold - (quantile * sigma - KB * 2 * np.log(2))) < 0.01 * sigma

# Field at which the lowered Coulomb barrier meets the donor level
field = DEPTH**2 / (4 * coulomb)                         # V/m
barrier = minimize_scalar(lambda r: coulomb / (r * 1e-9) + field * r * 1e-9,
                          bounds=(0.5, 200), method="bounded")
assert abs(barrier.fun / DEPTH - 1) < 1e-6


def one_percent_temperature(**change):
    return brentq(lambda temp: solve_x(temp, **change) + 0.01, 30, 100)


print(f"mass {MASS} m_e, relative permittivity {EPS_R}")
print(f"donor depth {DEPTH*1e3:.1f} meV")
print(f"N_D {N_D/1e6:.2e} cm^-3, N_A {N_A/1e6:.2e} cm^-3")
print("9 donors: arrangements with 5, 6, 7 electrons:", *counts[2][5:8])
print("Full solution at N_A = N_D/3:")
print("T (K) | kT (meV) | N_c (cm^-3) | n (cm^-3) | mu-E_D (meV)")
for temp in (30, 40, 50, 60, 77, 300):
    x = solve_x(temp)
    n = band_density(temp, x - DEPTH / (KB * temp))
    print(f"{temp} | {KB*temp*1e3:.3f} | {n_c(temp)/1e6:.3e} | "
          f"{n/1e6:.3e} | {KB*temp*x*1e3:.3e}")
T = 50
kT = KB * T
n0 = n_c(T) * np.exp(-DEPTH / kT)
print(f"50 K: n0 {n0/1e6:.3e} cm^-3, n0/N_A {n0/N_A:.3e}")
print(f"50 K: first-order offset {-1.5*kT*n0/N_A*1e3:.3e} meV")
print("Other compensations, mu-E_D (meV) at 30 K: full, law")
for K in (0.1, 0.5, 0.9):
    full = KB * 30 * solve_x(30, na=K * N_D) * 1e3
    law = KB * 30 * np.log((1 - K) / (2 * K)) * 1e3
    print(f"K = {K}: {full:.3f}, {law:.3f}")
print(f"no acceptors, 20 K: mu {mu_free*1e3:.2f} meV from band edge")
print(f"offset is 1% of kT at {one_percent_temperature():.1f} K")
for depth in (0.030, 0.050):
    print(f"  same for depth {depth*1e3:.0f} meV: "
          f"{one_percent_temperature(depth=depth):.1f} K")
print(f"  same for mass +10%: {one_percent_temperature(mass=1.1*MASS):.1f} K")

print("Neglected effects:")
print(f"disorder scale sigma {sigma*1e3:.2f} meV")
for temp in (10, 30, 50):
    shift = KB * temp * solve_x(temp, band=False, spread=sigma / (KB * temp))
    print(f"  disorder shift of mu at {temp} K: {shift*1e3:+.3f} meV")
print(f"  zero-temperature disorder shift {quantile*sigma*1e3:+.3f} meV")
excited = 2 + 8 * np.exp(-0.75 * DEPTH / kT)
shift = kT * solve_x(T, band=False, one=excited)
print(f"excited n=2 donor states, 50 K: {shift*1e3:+.2e} meV")
AFFINITY = 0.055 * DEPTH              # rough binding of a second electron
pair = np.exp((AFFINITY - DEPTH) / kT)
shift = kT * solve_x(T, band=False, two=pair)
print(f"second bound electron, 50 K: {shift*1e3:+.2e} meV")
shift = KB * 300 * (solve_x(300) - closed_solution(300)[0])
print(f"band degeneracy, shift from closed formula at 300 K: "
      f"{shift*1e3:+.3f} meV")
bohr = const.physical_constants["Bohr radius"][0] * EPS_R / MASS
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
print(f"hydrogenic depth {rydberg*MASS/EPS_R**2*1e3:.1f} meV, "
      f"radius {bohr*1e9:.2f} nm")
print(f"Mott density estimate {(0.25/bohr)**3/1e6:.2e} cm^-3")
mu300 = -DEPTH + KB * 300 * solve_x(300)
neutral = 4 * np.exp(-(mu300 + ACCEPTOR_DEPTH) / (KB * 300))
print(f"neutral acceptor fraction, 300 K, level {ACCEPTOR_DEPTH} eV deep: "
      f"{neutral:.1e}")
print(f"Poole-Frenkel field removing the barrier {field/1e8:.4f} MV/cm")
print(f"300 K: mu {mu300*1e3:.1f} meV from band edge, ionised donors "
      f"{donor_charge(solve_x(300))*100:.1f} %")
print("checks complete")
```

Printed output:

```
mass 0.28 m_e, relative permittivity 10.0
donor depth 40.0 meV
N_D 3.00e+16 cm^-3, N_A 1.00e+16 cm^-3
9 donors: arrangements with 5, 6, 7 electrons: 4032 5376 4608
Full solution at N_A = N_D/3:
T (K) | kT (meV) | N_c (cm^-3) | n (cm^-3) | mu-E_D (meV)
30 | 2.585 | 1.176e+17 | 2.242e+10 | -8.693e-06
40 | 3.447 | 1.810e+17 | 1.651e+12 | -8.538e-04
50 | 4.309 | 2.530e+17 | 2.343e+13 | -1.513e-02
60 | 5.170 | 3.325e+17 | 1.421e+14 | -1.099e-01
77 | 6.635 | 4.835e+17 | 1.005e+15 | -9.772e-01
300 | 25.852 | 3.718e+18 | 1.865e+16 | -9.685e+01
50 K: n0 2.351e+13 cm^-3, n0/N_A 2.351e-03
50 K: first-order offset -1.519e-02 meV
Other compensations, mu-E_D (meV) at 30 K: full, law
K = 0.1: 3.888, 3.888
K = 0.5: -1.792, -1.792
K = 0.9: -7.472, -7.472
no acceptors, 20 K: mu -21.25 meV from band edge
offset is 1% of kT at 55.4 K
  same for depth 30 meV: 43.4 K
  same for depth 50 meV: 66.9 K
  same for mass +10%: 54.6 K
Neglected effects:
disorder scale sigma 4.47 meV
  disorder shift of mu at 10 K: +1.441 meV
  disorder shift of mu at 30 K: +0.915 meV
  disorder shift of mu at 50 K: +0.652 meV
  zero-temperature disorder shift +1.927 meV
excited n=2 donor states, 50 K: -1.63e-02 meV
second bound electron, 50 K: -1.33e-03 meV
band degeneracy, shift from closed formula at 300 K: +0.043 meV
hydrogenic depth 38.1 meV, radius 1.89 nm
Mott density estimate 2.31e+18 cm^-3
neutral acceptor fraction, 300 K, level 0.8 eV deep: 2.9e-11
Poole-Frenkel field removing the barrier 0.0278 MV/cm
300 K: mu -136.8 meV from band edge, ionised donors 95.5 %
checks complete
```
